# Antiparallel Tunnelling as a Geometric Mean in Symmetry-Filtered Magnetic Junctions, part 2

A non-magnetic insulating barrier of $N$ layers separates two ferromagnetic electrodes. When do the parallel transmissions fix the antiparallel one, and what sign has the magnetoresistance? At transverse wavevector $\mathbf k$, $T_{\sigma\sigma'}$ is the transmission for spin character $\sigma$ on the left and $\sigma'$ on the right; $M$ is majority, $m$ minority. Tunnelling is coherent and conserves $\mathbf k$ and spin. Conductances are $e^2/h$ times sums over $\mathbf k$: $G_P$ of $T_{MM}+T_{mm}$, $G_{AP}$ of $T_{Mm}+T_{mM}$, with $\mathrm{TMR}=(G_P-G_{AP})/G_{AP}$.

At energy $E$, the isolated barrier has Green function $g=(E-H_B)^{-1}$ and the junction $G=(E-H_B-\Sigma_L-\Sigma_R)^{-1}$, with electrode self-energies $\Sigma$ and $\Gamma=i(\Sigma-\Sigma^\dagger)$. Subscripts $1,N$ label end layers:

$$T=\mathrm{Tr}\left[\Gamma_L G_{1N}\Gamma_R G_{1N}^\dagger\right].\tag{5}$$
$$G_{1N}=g_{1N}+g_{11}\Sigma_LG_{1N}+g_{1N}\Sigma_RG_{NN},\tag{6}$$
$$G_{NN}=g_{NN}+g_{N1}\Sigma_LG_{1N}+g_{NN}\Sigma_RG_{NN}.\tag{7}$$

The $g_{N1}$ term in (7) is the return path (repeated crossings), neglected below. Each interface enters through $\mathcal T=\Sigma(1-g\Sigma)^{-1}$, with the local end block of $g$, and $X=i(\mathcal T-\mathcal T^\dagger)$.

If one evanescent state dominates, $g_{1N}\simeq s\,uv^\dagger$ with $s>0$ and unit vectors $u,v$. Then $T_{\sigma\sigma'}=s^2W^L_\sigma W^R_{\sigma'}$, with weights $W^L_\sigma=u^\dagger X_{L\sigma}u$, $W^R_{\sigma'}=v^\dagger X_{R\sigma'}v$, and

$$T_{Mm}T_{mM}=T_{MM}T_{mm},\tag{14}$$
$$T_{MM}+T_{mm}-T_{Mm}-T_{mM}=s^2(W^L_M-W^L_m)(W^R_M-W^R_m).\tag{15}$$

For mirror-image interfaces (related by reflection in the middle plane, or by inversion with real spin-channel Hamiltonians), $W^L_\sigma=W^R_\sigma\equiv W_\sigma$ and

$$T_{Mm}=T_{mM}=\sqrt{T_{MM}\,T_{mm}} .\tag{1}$$

For reflection, let $\mathsf M$ map layer 1 to layer $N$. Then $K=g_{1N}\mathsf M$ has real eigenvalues $K_j$, the signed barrier amplitudes, with $|K_1|=s$; $X^\sigma_{ij}$ is taken in its eigenbasis. With $r=K_2/K_1$ and $\rho_\sigma=X^\sigma_{12}/X^\sigma_{11}$, a weak second state gives

$$\frac{\sqrt{T_{MM}T_{mm}}}{T_{Mm}}-1\simeq r\,|\rho_m-\rho_M|^2 .\tag{20}$$

One state suffices if

$$|r|\,X^\sigma_{22}/X^\sigma_{11}\ll1\quad\text{for both spins.}\tag{21}$$

If all $K_j$ have the same sign, $K=\pm Q^2$ with $Q$ positive and $Y_\sigma=QX_\sigma Q$ give

$$T_{MM}+T_{mm}-2T_{Mm}=\mathrm{Tr}\left[(Y_M-Y_m)^2\right]\ge0 .\tag{22}$$

For two states the same combination is, with $\Delta=X^M-X^m$,

$$K_1^2\Delta_{11}^2+K_2^2\Delta_{22}^2+2K_1K_2|\Delta_{12}|^2 ,\tag{23}$$

which can be negative if the signs differ.

### The layer model

The example has two orbitals per layer, called $\Delta_1$-like and $\Delta_5$-like after the states they imitate. The layer spacing is $a=0.2$ nm and the barrier has eight layers, so its thickness is $d=1.6$ nm. The hopping between neighbouring layers is $-t_j$, with $t_1=2.0$ eV and $t_5=0.5$ eV. At $k=|\mathbf k|$, an unmixed band with bottom $b_j$ has energy

$$E=b_j+t_ja^2k^2+2t_j(1-\cos k_za).$$

An element $\gamma k$, with $\gamma=0.1$ eV nm, mixes the orbitals within each layer of electrodes and barrier. It vanishes at $k=0$, where the two symmetries are distinct. Measured from the Fermi level, the $(\Delta_1,\Delta_5)$ band bottoms are $(1.0,3.0)$ eV in the barrier, $(-3.0,-1.5)$ eV for majority and $(1.0,-1.0)$ eV for minority electrons. At $k=0$ the minority electrode thus has an open $\Delta_5$-like band and no open $\Delta_1$-like band.

Putting $k_z=i\kappa$ at the Fermi level gives $\cosh\kappa_ja=1+b_j/2t_j$ at $k=0$. Thus

$$\kappa_1=\frac{\operatorname{arcosh}1.25}{0.2\ \mathrm{nm}}=3.466\ \mathrm{nm^{-1}},\qquad
\kappa_5=\frac{\operatorname{arcosh}4}{0.2\ \mathrm{nm}}=10.317\ \mathrm{nm^{-1}} .$$

To obtain $\Sigma$, find the solutions $\phi\lambda^n$ of the electrode layer equation that decay away from the barrier when the energy has a small positive imaginary part. Put the two vectors $\phi$ into the columns of $\Phi$ and the factors $\lambda$ into the diagonal matrix $\Lambda$. Successive layers obey $\psi_{n+1}=F\psi_n$ with $F=\Phi\Lambda\Phi^{-1}$. The hopping term $-t\psi_{N+1}=-tF\psi_N$ acts on the last barrier layer, so $\Sigma=-tF$, where $t$ is the diagonal hopping matrix.

In this barrier $K$ has eigenvalues of one sign. Let $c$ be an eigenvalue of $t^{-1/2}h_Bt^{-1/2}$, where $h_B$ is the block of one barrier layer. Here $c>2$ for all $k$ used, so one may write $c=2\cosh\theta$. In that eigenspace the barrier Hamiltonian is a chain with diagonal $c$ and neighbour elements $-1$. Its determinant obeys $D_N=cD_{N-1}-D_{N-2}$, hence $D_N=\sinh[(N+1)\theta]/\sinh\theta$, and the corner element of its inverse is $1/D_N>0$. The corner block of $H_B^{-1}$ is this positive matrix with a factor $t^{-1/2}$ on each side, so it is positive definite too. Reflection leaves both model orbitals unchanged, so $\mathsf M=1$ and $K=g_{1N}$. At $E=0$, $g=-H_B^{-1}$, so $K$ is negative definite. Inequality (22) applies.

### Numbers at one wavevector

At $k=2\ \mathrm{nm^{-1}}$ the barrier amplitudes are $s=7.314\times10^{-4}\ \mathrm{eV^{-1}}$ and $1.120\times10^{-7}\ \mathrm{eV^{-1}}$. The weights are $W_M=4.1115$ eV and $W_m=0.0743$ eV. The one-state formula gives

$$T_{MM}=(7.314\times10^{-4})^2(4.1115)^2=9.04\times10^{-6},$$
$$T_{mm}=(7.314\times10^{-4})^2(0.0743)^2=2.95\times10^{-9},$$
$$T_{Mm}=(7.314\times10^{-4})^2(4.1115)(0.0743)=1.63\times10^{-7}.$$

The full solution, with both orbitals and all repeated crossings, gives $9.043\times10^{-6}$, $2.961\times10^{-9}$ and $1.633\times10^{-7}$. The geometric mean of its parallel values exceeds its antiparallel value by $2.07\times10^{-3}$ of the latter. Formula (20) predicts the same number to the digits quoted. Here $r=1.53\times10^{-4}$, so $|\rho_m-\rho_M|^2$ is about 13.5: weak coupling of minority electrons to the favoured state amplifies the second one. With twelve layers and all else fixed, the excess is $1.155\times10^{-5}$ in both the full solution and (20). Repeated crossings change the eight-layer transmissions by at most $4.4\times10^{-6}$ of their full values at this $k$.

The full transmissions at other wavevectors show where (1) fails:

| $k$ (nm⁻¹) | $T_{Mm}$ | $\sqrt{T_{MM}T_{mm}}$ |
|---|---|---|
| 0 | $1.3\times10^{-14}$ | $7.4\times10^{-10}$ |
| 0.5 | $3.92\times10^{-8}$ | $3.99\times10^{-8}$ |
| 1 | $1.180\times10^{-7}$ | $1.186\times10^{-7}$ |
| 3 | $7.62\times10^{-8}$ | $7.63\times10^{-8}$ |

At $k=0$ the mixing vanishes and $W_m=0$. Majority electrons tunnel mainly through the $\Delta_1$-like state, but minority and antiparallel transmission need the $\Delta_5$-like state. No single state serves all configurations, criterion (21) fails, and the geometric mean is too large by a factor of about $6\times10^4$.

### The whole junction

The model is isotropic in the plane, so the conductance per area is

$$\frac{G_{\sigma\sigma'}}{A}=\frac{e^2}{h}\int_0^{k_{\max}}\frac{k\,dk}{2\pi}\,T_{\sigma\sigma'}(k),\qquad k_{\max}=7\ \mathrm{nm^{-1}} .$$

The factor $k$ gives the region around $k=0$ little area. The results are $3.208\times10^{-4}$ for $MM$, $1.27\times10^{-7}$ for $mm$ and $4.716\times10^{-6}$ for $Mm$, in $\mathrm{S/\mu m^2}$. The parallel sum is $3.210\times10^{-4}$ and the antiparallel sum, twice the $Mm$ value, is $9.432\times10^{-6}$. Therefore

$$\mathrm{TMR}=\frac{3.210\times10^{-4}}{9.432\times10^{-6}}-1\simeq33 ,$$

or about 3300 %. The resistance-area products are $3.1\ \mathrm{k\Omega\,\mu m^2}$ parallel and $106\ \mathrm{k\Omega\,\mu m^2}$ antiparallel. Replacing $T_{Mm}$ by the geometric mean at each $k$ changes TMR from 3303 % to 3294 %, a relative error of 0.3 %. For 0.8 nm, with the other parameters unchanged, the two values are 1643 % and 1269 %; at this thickness the cutoff matters in the last digits, and $k_{\max}=9\ \mathrm{nm^{-1}}$ gives 1640 % and 1268 %. The thin-barrier error is no longer small, and in this model it makes TMR too low because the geometric mean overestimates $G_{AP}$.

TMR rises with thickness, reaching 5153 % at 2.4 nm. The leading-order theory explains this. The minority coupling to the $\Delta_1$-like state is linear in the mixing $\gamma k$ at small $k$, so its weight is quadratic and $T_{Mm}/T_{MM}=W_m/W_M\simeq Ck^2$, with $C$ a constant. The computed ratios are $1.32\times10^{-3}$ at 0.5 nm⁻¹ and $5.10\times10^{-3}$ at 1 nm⁻¹, close to the factor of four expected. The decay constant also grows as $k^2$, so for a thick barrier $T_{MM}\propto e^{-\beta dk^2}$, with $\beta$ another constant. Averaging $k^2$ in the plane with this factor gives $1/(\beta d)$. Neglecting $T_{mm}$ then gives $1+\mathrm{TMR}\simeq\beta d/(2C)$: a linear rise for thick barriers. The region around $k=0$ where the second state matters shrinks exponentially with thickness, so it does not end the rise in this model.

### Comparison with a real junction

The bands are round values chosen to imitate the symmetry filter of an epitaxial Fe/MgO/Fe junction, with a $\Delta_1$-like band open for majority electrons only. They are not a fit or a first-principles calculation, and the size of the TMR depends on them. Room-temperature TMR in good MgO junctions is roughly one hundred to several hundred per cent, so 3300 % is far above typical values. Real devices break conservation of $\mathbf k$ through steps, defects and alloy disorder. For an estimate, let elastic scattering in the middle of the barrier redistribute $\mathbf k$ completely. Half the decay then belongs to the old wavevector and half to the new one, so $G_{\sigma\sigma'}\propto A_\sigma A_{\sigma'}$ with $A_\sigma=\sum_{\mathbf k}\sqrt{T_{\sigma\sigma}}$. This gives $\mathrm{TMR}=(A_M-A_m)^2/(2A_MA_m)$, about 1600 % here. In this crude estimate scrambling lowers the value by roughly half, by an amount that depends on how the scattering is modelled, and does not bring it to the usual range. Spin-flip scattering, thermal magnetic disorder, spin-orbit coupling, defect-assisted tunnelling and altered interface layers are absent from the model, and their effects are not sized here.

Thermal smearing at 300 K, with bands and magnetization held fixed, changes TMR to about 3320 %. A bias of 0.1 V, with rigidly shifted electrodes and a linear potential drop, gives about 3310 %. Both changes are small increases. They say nothing about the inelastic and magnetic effects of heating or bias in a device.

### Three ways to obtain the opposite sign

**Unlike interfaces.** Keep the left electrode and give the right one band bottoms $(0.5,-1.0)$ eV for majority and $(-2.0,-1.5)$ eV for minority. With twenty barrier layers at $k=2\ \mathrm{nm^{-1}}$, the TMR formed at this $k$ is $-96$ %. The product rule (14) still holds to the eight decimals computed. This is the case of opposite factors in (15).

**Opposite barrier amplitudes.** Use four layers, $k=3\ \mathrm{nm^{-1}}$ and no mixing in the barrier. Let both spin characters have the minority band bottoms above, but opposite signs of $\gamma$. Then $X_{11}$ and $X_{22}$ are equal for the two characters and $X_{12}$ is reversed, so (23) reduces to $8K_1K_2|X_{12}|^2$. With the original hopping the TMR at this $k$ is $+862$ %. Reversing the sign of the $\Delta_5$-like hopping inside the barrier changes the sign of $K_2$, because four layers have three internal bonds, and the result is $-90$ %. This artificial pair of electrodes shows that mirror symmetry alone does not fix the sign when two states contribute.

**A narrow interface resonance.** For one orbital, keep the return term in (7) and eliminate $G_{NN}$. With $g=g_{11}=g_{NN}$ and real $g_{1N}$,

$$G_{1N}=\frac{g_{1N}}{(1-g\Sigma_L)(1-g\Sigma_R)-g_{1N}^2\Sigma_L\Sigma_R}.$$

Divide numerator and denominator by the first product, and use $X=\Gamma/|1-g\Sigma|^2$ and $s=|g_{1N}|$:

$$T=\frac{s^2X_LX_R}{|1-s^2\mathcal T_L\mathcal T_R|^2}.\tag{24}$$

The return path is negligible when $s^2|\mathcal T_L\mathcal T_R|\ll1$. A sharp resonance makes $\mathcal T$ large and can violate this.

Take the eight-layer $\Delta_1$-like barrier at $k=0$. Let one spin character have $\Sigma=-i$ eV, for which $\mathcal T$ has imaginary part $-p$, and the other $\Sigma=1/g-i\delta$. For the latter $1-g\Sigma=ig\delta$, so its $\mathcal T$ has imaginary part $-q$ with $q=1/(g^2\delta)$. Choosing $\delta=s^2p/g^2$ gives $s^2pq=1$; here $\delta=32\ \mathrm{\mu eV}$. Both parallel transmissions are $7.6\times10^{-6}$, whereas the antiparallel one is 0.985. If the real parts of $\mathcal T$, which are smaller than the imaginary parts, are neglected, (24) becomes $T=4x/(1+x)^2$, where $x$ is $s^2pq$ in the antiparallel state and $s^2p^2$ or $s^2q^2$ in the parallel ones. This is one at $x=1$ and small for both $x\ll1$ and $x\gg1$, which are the two parallel cases. This is a reversal at one energy and one $\mathbf k$. The sign of the junction TMR depends on the sum over all of them. The antiparallel peak is about 0.1 meV wide, far below $k_BT=25.9$ meV at 300 K, but smearing alone need not remove the reversal. With these self-energies held constant in energy, the resonant parallel channel splits into two peaks of unit height near $\pm17$ meV. Their combined area is about that of one antiparallel peak, and there are two antiparallel channels, so the thermally averaged TMR at this $\mathbf k$ is still about $-55$ %.

### Use in a calculation

Compute $X_\sigma$ for both spins and the singular values of $g_{1N}$ on the $\mathbf k$ grid. Where (21) holds for every weaker barrier state, spin-orbit coupling, bias and repeated crossings are negligible and the interfaces are related by reflection or inversion as in section 1, two parallel transmissions determine the antiparallel one. Elsewhere use the full expression (5). Near a symmetry point with a forbidden minority weight, (1) can fail by orders of magnitude even when the summed conductance is accurate. The remaining values are in the numerical output.

## Calculated quantities

```
layer spacing 0.2 nm, layers 8, thickness 1.6 nm
hopping Delta1, Delta5: 2.0, 0.5 eV; mixing 0.1 eV nm
band bottoms (Delta1, Delta5) in eV: barrier (1.0, 3.0)
  majority (-3.0, -1.5), minority (1.0, -1.0)
decay constants at k=0: 3.466, 10.317 1/nm
At k = 2 1/nm:
  barrier amplitudes s1, s2: 7.3140e-04, 1.1200e-07 1/eV
  weights W_M, W_m: 4.1115, 0.07426 eV
  one-state T (MM, mm, Mm): 9.0429e-06, 2.9496e-09, 1.6332e-07
  full T      (MM, mm, Mm): 9.0429e-06, 2.9613e-09, 1.6330e-07
  sqrt(T_MM T_mm)/T_Mm - 1: full 2.070e-03, second-state formula 2.071e-03
  same at 12 layers: full 1.155e-05, formula 1.155e-05
  largest repeated-crossing error, 8 layers: 4.4e-06
k (1/nm): T_MM, T_mm, T_Mm, sqrt(T_MM T_mm)
  0.0: 3.219e-05, 1.721e-14, 1.335e-14, 7.443e-10
  0.5: 2.961e-05, 5.377e-11, 3.919e-08, 3.990e-08
  1.0: 2.313e-05, 6.087e-10, 1.180e-07, 1.186e-07
  2.0: 9.043e-06, 2.961e-09, 1.633e-07, 1.636e-07
  3.0: 2.162e-06, 2.693e-09, 7.616e-08, 7.629e-08
conductance per area (MM, mm, Mm) in S/um2: 3.2083e-04, 1.2728e-07, 4.7161e-06
G_P - G_AP: 3.1153e-04 S/um2; sum of squares: 3.1150e-04 S/um2
RA parallel 3115.7, antiparallel 106019.8 ohm um2
TMR: full 3302.8 %, geometric mean 3294.1 %
thickness (nm): full TMR, geometric-mean TMR (%)
  0.8: 1642.7, 1269.2
  1.2: 2428.3, 2358.8
  1.6: 3302.8, 3294.1
  2.0: 4219.5, 4218.5
  2.4: 5152.7, 5152.6
TMR with 300 K smearing (kT = 25.85 meV): 3320.6 %
TMR at 0.1 V bias: 3309.1 %
TMR estimate, k fully scrambled: 1631.5 %
unlike electrodes, k=2 1/nm, 20 layers: ratio -96.3 %
  product ratio T_MM T_mm/(T_Mm T_mM): 1.00000000
two states, k=3 1/nm, 4 layers, TMR at this k:
  equal signs 861.5 %, opposite signs -89.6 %
narrow resonance: half-width 32.31 ueV, 8 layers
  T broad-broad 7.603e-06, narrow-narrow 7.603e-06, mixed 0.9846
```
